# Refraction-Corrected Kiessig Fringes and the Half-Order Shift in X-ray Reflectivity

**Q.** An X-ray reflectivity curve of a thin film shows fringes. The beams from the top and bottom of the film differ in path by $2d\sin\theta$, so maxima sit at $2d\sin\theta=m\lambda$. Why should squares of angles and orders come into it?

**A.** Because $\theta$, the grazing angle measured from the surface, is the angle outside the film. The phase accumulates inside, where the direction is different. Let the film have thickness $d$ and index $n_1=1-\delta_1$ with $\delta_1>0$, and let it lie on a thick substrate of index $n_2=1-\delta_2$, with vacuum above. I neglect absorption for now and take the interfaces to be sharp and flat.

Put $k=2\pi/\lambda$. The wavevector along the surface, $k\cos\theta$, is the same in every layer, because the fields must match at every point of each interface. In medium $j$ the total wavevector is $kn_j$, so the normal component is $ks_j$ with

$$s_j^2=n_j^2-\cos^2\theta .$$

In vacuum this is $s=\sin\theta$. In the film, $\cos^2\theta=1-\sin^2\theta$ gives

$$s_1^2=\sin^2\theta-(1-n_1^2)=\sin^2\theta-\sin^2\theta_c,\qquad \sin^2\theta_c=1-n_1^2 .$$

At the critical angle $\theta_c$ the normal component in the film vanishes. Going down and back up through the film gives the phase

$$\phi=2ks_1d .$$

The squares come from here: refraction subtracts a constant from $\sin^2\theta$, not from $\theta$.

**Q.** Then replace $\sin\theta$ by $s_1$ and set $\phi=2\pi m$. Where could a half order enter?

**A.** Through the signs of the two reflections. Take a wave going into the sample as $e^{+ik_zz}$, with the electric field parallel to the surface (s polarization). At an interface from medium $a$ to medium $b$, the field and its normal derivative are continuous:

$$1+r=t,\qquad s_a(1-r)=s_bt .$$

Inserting the first into the second gives $s_a-s_b=r(s_a+s_b)$. Hence

$$r_{01}=\frac{s-s_1}{s+s_1},\qquad r_{12}=\frac{s_1-s_2}{s_1+s_2}.$$

Let $\theta$ exceed the critical angles of both film and substrate, so that all three $s$ values are real and positive. Since $s^2-s_1^2=1-n_1^2>0$, the top amplitude $r_{01}$ is positive. At the bottom, $s_1^2-s_2^2=n_1^2-n_2^2$, which is positive if $\delta_2>\delta_1$ and negative if $\delta_2<\delta_1$.

I call the medium with the larger $\delta$ the denser one. A denser substrate gives two reflections of equal sign. A lighter substrate gives opposite signs, which is an extra phase $\pi$, or half a fringe.

**Q.** Reflection signs depend on polarization and on sign conventions. Does the half order survive for the other polarization?

**A.** It does at grazing incidence. For p polarization the magnetic field is parallel to the surface, and the continuous quantities are that field and its normal derivative divided by $n^2$. So $s_j$ is replaced by $s_j/n_j^2$ in the amplitude.

Let $a$ and $b$ now also denote the grazing angles on the two sides. Snell's law reads $n_a\cos a=n_b\cos b=\cos\theta$, so $s_a=n_a\sin a=\cos\theta\tan a$, while $s_a/n_a^2=\sin a/n_a=\sin a\cos a/\cos\theta$. Therefore

$$r_s=\frac{\tan a-\tan b}{\tan a+\tan b}=\frac{\sin(a-b)}{\sin(a+b)},$$

$$r_p=\frac{\sin2a-\sin2b}{\sin2a+\sin2b}=\frac{\cos(a+b)\sin(a-b)}{\sin(a+b)\cos(a-b)} .$$

The ratio is $r_p/r_s=\cos(a+b)/\cos(a-b)$, which is positive while $a+b<90^\circ$. Another sign convention for the reflected field would flip both interfaces together and leave the product $r_{01}r_{12}$ unchanged. That product is what matters.

**Q.** You have compared two beams. The wave also bounces repeatedly inside the film. Can that not move the maxima?

**A.** Sum all the bounces. From below, the top interface reflects with $-r_{01}$. The transmissions through it are $1+r_{01}$ inward and $1-r_{01}$ outward. Thus

$$r=r_{01}+(1-r_{01}^2)r_{12}e^{i\phi}\sum_{p=0}^{\infty}\left(-r_{01}r_{12}e^{i\phi}\right)^p .$$

The geometric series equals $1/(1+r_{01}r_{12}e^{i\phi})$. On a common denominator the numerator is $r_{01}+r_{01}^2r_{12}e^{i\phi}+(1-r_{01}^2)r_{12}e^{i\phi}$, and the terms with $r_{01}^2$ cancel:

$$r=\frac{r_{01}+r_{12}e^{i\phi}}{1+r_{01}r_{12}e^{i\phi}} .$$

For real amplitudes the reflectance is

$$R=|r|^2=\frac{A+X}{B+X},\qquad X=2r_{01}r_{12}\cos\phi,$$

with $A=r_{01}^2+r_{12}^2$ and $B=1+r_{01}^2r_{12}^2$. Hold the amplitudes fixed and differentiate:

$$\frac{dR}{dX}=\frac{B-A}{(B+X)^2},\qquad B-A=(1-r_{01}^2)(1-r_{12}^2)>0 .$$

So $R$ rises with $X$, however many bounces contribute. It is largest when $r_{01}r_{12}\cos\phi$ is largest, which means $\cos\phi=+1$ for equal signs and $\cos\phi=-1$ for opposite signs.

**Q.** Then state the fringe law, including its numbering.

**A.** Both cases are contained in $\phi=2\pi(m+\Delta)$, with $m$ an integer. Inserting $\phi=2(2\pi/\lambda)s_1d$ gives $s_1=(m+\Delta)\lambda/(2d)$. Squaring, and using $s_1^2=\sin^2\theta-\sin^2\theta_c$, yields

$$\boxed{\sin^2\theta_m=\sin^2\theta_c+(m+\Delta)^2\left(\frac{\lambda}{2d}\right)^2}$$

with, for maxima,

$$\Delta=0\ \ (\delta_2>\delta_1),\qquad \Delta=\tfrac12\ \ (\delta_2<\delta_1).$$

For minima the two values are exchanged. At small angles $\sin^2\theta\approx\theta^2$ and $1-n_1^2=2\delta_1-\delta_1^2\approx2\delta_1$, so

$$\theta_m^2\approx\theta_c^2+(m+\Delta)^2\left(\frac{\lambda}{2d}\right)^2,\qquad \theta_c^2\approx2\delta_1 .$$

I write $M=m+\Delta$ below. Far above $\theta_c$ the constant term matters little, and neighbouring maxima are spaced by about $\lambda/(2d)$ in $\sin\theta$, as your first formula suggested. If $\delta_2=\delta_1$, then $r_{12}=0$ and there are no fringes.

**Q.** So the first visible maximum above the critical angle has $m=1$ on a denser substrate?

**A.** Not necessarily, since $m$ counts phase. Between the critical angles of the film and a denser substrate, $s_2$ is imaginary and $r_{12}$ has modulus one. Write $u=r_{12}e^{i\phi}$, with $|u|=1$. Then $|1+r_{01}u|=|u^*+r_{01}|=|u+r_{01}|$, so numerator and denominator of $r$ have equal modulus and $R=1$. Without absorption there are no fringes in that interval.

Take round model parameters: $\lambda=0.154$ nm, $d=40$ nm, $\delta_1=1.5\times10^{-5}$, and a denser substrate with $\delta_2=3.0\times10^{-5}$. The interval runs from $0.3138^\circ$ to $0.4438^\circ$. To pass its upper end, $M^2(\lambda/2d)^2$ must exceed $n_1^2-n_2^2\approx2(\delta_2-\delta_1)=30\times10^{-6}$. With $(\lambda/2d)^2=3.7056\times10^{-6}$ this means $M^2>8.1$. The first order the law allows there is $m=3$, at $0.456^\circ$. Even this one is not seen as a maximum in an angular scan: just above total reflection $R$ falls so steeply that the fringe cannot turn the curve upward. The first visible maximum in this example is $m=4$.

**Q.** You held $r_{01}$ and $r_{12}$ fixed. In an angular scan they fall steeply. Are your maxima really the maxima on the plot?

**A.** Not precisely. The boxed law gives the points where the curve touches its upper envelope. It gives true maxima if the angle is fixed and the thickness varies, because the amplitudes then stay constant. Numerical thickness scans at three angles, for both kinds of substrate, agreed with it to one part in $10^5$ for maxima and minima.

For an angular scan the displacement can be found at high angle. There $s\approx s_1\approx s_2$, so

$$r_{01}=\frac{s^2-s_1^2}{(s+s_1)^2}\approx\frac{2\delta_1}{4s_1^2}=\frac{\delta_1}{2s_1^2},\qquad r_{12}\approx\frac{\delta_2-\delta_1}{2s_1^2}.$$

Both are small, so $B+X\approx1$ and $R\approx s_1^{-4}G(\phi)$, with

$$G=\alpha^2+\gamma^2+2\alpha\gamma\cos\phi,\qquad \alpha=\frac{\delta_1}{2},\quad \gamma=\frac{\delta_2-\delta_1}{2}.$$

Since $\phi$ is proportional to $s_1$, setting the derivative of $\ln R=-4\ln s_1+\ln G$ to zero and multiplying by $s_1$ gives $\phi G'=4G$, or

$$-2\alpha\gamma\,\phi\sin\phi=4G .$$

Near a maximum put $\phi=2\pi M+\varepsilon$ with small $\varepsilon$. There $\alpha\gamma\cos\phi\approx|\alpha\gamma|$, hence $\alpha\gamma\sin\phi\approx|\alpha\gamma|\varepsilon$ and $G\approx(|\alpha|+|\gamma|)^2$. To leading order

$$-4\pi M|\alpha\gamma|\varepsilon=4(|\alpha|+|\gamma|)^2,\qquad \varepsilon=-\frac{g}{\pi M},\qquad g=\frac{(|\alpha|+|\gamma|)^2}{|\alpha\gamma|}.$$

The apparent order is $\phi/2\pi=M-g/(2\pi^2M)$. Its square is $M^2-g/\pi^2$, after dropping a term of order $1/M^2$.

Near a minimum $\alpha\gamma\cos\phi\approx-|\alpha\gamma|$, which reverses the sign of the sine term, and $G\approx(|\alpha|-|\gamma|)^2$. The same steps give $M^2+h/\pi^2$, with $h=(|\alpha|-|\gamma|)^2/|\alpha\gamma|$.

**Q.** A displacement that depends on order would surely spoil the thickness.

**A.** In this limit the displacement of $M^2$ is constant. On a plot of $\sin^2\theta$ against $M^2$ it leaves the slope alone and lowers the intercept by $(g/\pi^2)(\lambda/2d)^2$. For maxima, $\delta_1$ therefore comes out too small by about $(g/2\pi^2)(\lambda/2d)^2$.

For the denser substrate $|\gamma/\alpha|=1$, so $g=4$, $h=0$ and the predicted shift of maxima is $-0.4053$. The scan between $3.0^\circ$ and $3.4^\circ$ gives $-0.4053$. For a lighter substrate with $\delta_2=0.75\times10^{-5}$, $|\gamma/\alpha|=1/2$, so $g=4.5$ and $h=0.5$. The predictions are $-0.456$ for maxima and $+0.051$ for minima; the scan gives $-0.454$ and $+0.050$.

Most of the bias can be removed by locating maxima of $R\sin^4\theta$, since this factor cancels the leading $s_1^{-4}$ fall. A smaller displacement remains near the critical angles. There $s_1/s$ and $s_2/s$ still grow with angle, so the weighted amplitudes $s^2r_{01}=(1-n_1^2)/(1+s_1/s)^2$ and $s^2|r_{12}|=|n_1^2-n_2^2|/(s_1/s+s_2/s)^2$ still fall. The maxima therefore lie slightly below the law.

**Q.** Show me that $d$ and $\delta_1$ really come back from such maxima.

**A.** For the denser substrate, maxima of $R\sin^4\theta$ were located between $0.7^\circ$ and $1.5^\circ$. The first and last have $M=6$ and $M=13$, with $\sin^2\theta=163.078\times10^{-6}$ and $656.180\times10^{-6}$. Two points fix the line:

$$\left(\frac{\lambda}{2d}\right)^2=\frac{656.180-163.078}{13^2-6^2}\times10^{-6}=\frac{493.102}{133}\times10^{-6}=3.7075\times10^{-6}.$$

The square root is $1.9255\times10^{-3}$, so

$$d=\frac{0.154\ \text{nm}}{2\times1.9255\times10^{-3}}=39.99\ \text{nm}\quad(399.9\ \text{Å}).$$

The intercept is $(163.078-36\times3.7075)\times10^{-6}=29.61\times10^{-6}$, hence $\delta_1\approx1.48\times10^{-5}$. A line through all eight maxima gives the same rounded values. The thickness is within $0.03\%$ of the input, while $\delta_1$ is about $1\%$ low, in the direction expected from the remaining displacement.

For the lighter substrate the line through seven maxima, $M=6.5$ to $12.5$, gives $d=40.00$ nm and $\delta_1=1.49\times10^{-5}$. With maxima of the raw reflectance the thicknesses are still $40.00$ nm in both cases, but $\delta_1$ drops to $1.42\times10^{-5}$, about $5\%$ below the input.

Replacing $\sin^2\theta$ by $\theta^2$ changes the fitted thickness by $0.006$ nm, so the small-angle form is adequate here.

**Q.** You knew the orders beforehand. With a measured curve I do not know $m$, let alone $\Delta$.

**A.** The curve can supply them. Number consecutive maxima $j=0,1,2,\ldots$, with none missed, and write $M=M_0+j$. Expanding the square gives

$$\sin^2\theta_j=c_0+c_1j+c_2j^2,\qquad c_2=\left(\frac{\lambda}{2d}\right)^2,\qquad c_1=2M_0c_2 .$$

Hence $M_0=c_1/(2c_2)$. Quadratic fits to the computed maxima give $M_0=6.019$ for the denser substrate and $6.508$ for the lighter one. The first is close to an integer and the second to a half-integer, so without absorption the fits tell which side of the film's density the substrate lies on.

The angles must be accurate, however. The slope in the middle of the range is well determined, so a fractional error in $c_2$ shifts $M_0$ by about the same fraction of the middle order. For the eight fringes of the denser substrate, independent random errors of $0.001^\circ$ make $c_2$ uncertain by about $1.4\%$, and $M_0$ by about $0.13$. Rounding to the correct integer or half-integer tolerates an error of at most $0.25$.

**Q.** Suppose I ignore the half order and use integers anyway. The spacing is unchanged, so what is lost?

**A.** Let $M'=M-\tfrac12$. Then

$$M^2=M'^2+M'+\tfrac14 .$$

The term $M'$ is not linear in $M'^2$, so the plot bends. Over a range from $M'_1$ to $M'_2$, the straight line joining the end points replaces $M'$ by $(M'^2+M'_1M'_2)/(M'_1+M'_2)$. The slope is thus multiplied by $1+1/(M'_1+M'_2)$, and the intercept rises.

For the lighter substrate $M'$ runs from 6 to 12. The slope factor is $1+1/18=1.056$, and the thickness falls by its square root, $1.027$, to about $38.9$ nm. The intercept rises by

$$\left(\frac{72}{18}+\frac14\right)\times3.7056\times10^{-6}=15.7\times10^{-6},$$

which adds about $0.79\times10^{-5}$ to $\delta_1$. The least-squares fit gives $38.94$ nm and $2.34\times10^{-5}$. Relative to the inputs, the thickness is $2.7\%$ low and $\delta_1$ is $56\%$ high. The rms residual in $\sin^2\theta$ grows from $1.1\times10^{-8}$ to $7.2\times10^{-7}$, which reveals the wrong numbering if the angular errors are small enough. Random errors of $0.001^\circ$ already make the decision uncertain. They alone scatter $\sin^2\theta$ by about $7\times10^{-7}$, and for these seven fringes the correct numbering then gives a smaller residual than both $M-\tfrac12$ and $M+\tfrac12$ in only about four cases out of five.

**Q.** Real films absorb. Does $\Delta$ remain 0 or $\tfrac12$?

**A.** Not in general. With $n_j=1-\delta_j+i\beta_j$ the index differences become complex:

$$1-n_1^2\approx2(\delta_1-i\beta_1),\qquad n_1^2-n_2^2\approx2\left[(\delta_2-\delta_1)-i(\beta_2-\beta_1)\right].$$

At high angle these set the phases of $r_{01}$ and $r_{12}$. If their phases differ by something other than 0 or $\pi$, the fringe order shifts by a corresponding fraction. For example, if $\delta_2=\delta_1$ but $\beta_2>\beta_1$, the phase of $r_{12}$ is about $-\pi/2$. With $\beta_1\ll\delta_1$ the maxima then lie near $M=m+\tfrac14$, halfway between the two lossless cases. If $\beta/\delta$ is the same in both media, the common factor $1-i\beta/\delta$ leaves the relative phase at 0 or $\pi$ in this approximation.

That favourable case was computed with $\beta=\delta/15$ in both media. The fits gave $d=40.00$ nm and $\delta_1=1.50\times10^{-5}$ for both substrates, to the digits shown. The values of $\delta_1$ are closer to the input than without absorption. One contribution can be identified. Since $s_1^2$ gains $2i\beta_1$, $\operatorname{Im}s_1\approx\beta_1/s_1$, and the wave returning from the bottom is weakened by $e^{-2kd\beta_1/s_1}$. This factor rises with angle and so opposes the remaining fall of the envelope. By itself it gives about half of the improvement for the denser substrate and about four fifths for the lighter one; the rest comes from the complex indices in the interface amplitudes and the phase. The case does not show what happens when $\beta/\delta$ differs strongly between film and substrate; there the measured curve should be fitted directly with $R=|r|^2$, computed from the complex indices. For a real sample such a fit may also need interface roughness and instrumental resolution, which are left out here. The fringe positions and fits are listed in the numerical output below.

## Numbers as computed

```
wavelength 0.154 nm, photon energy 8.051 keV
film thickness 40.0 nm, film delta 1.50e-05
film critical angle 0.3138 deg
(lambda/2d)^2 = 3.7056e-6; sin^2(theta_c) = 29.9998e-6
denser substrate critical angle 0.4438 deg
--- denser substrate: delta = 3.00e-05, Delta = 0.0
at 0.7 deg: r01 = 0.05604, r12 = 0.07231
M, theta found (deg), theta formula (deg), sin^2 found (1e-6)
  6.0 0.73170 0.73243 163.078
  7.0 0.83296 0.83343 211.338
  8.0 0.93622 0.93654 266.977
  9.0 1.04090 1.04113 330.011
 10.0 1.14663 1.14680 400.444
 11.0 1.25314 1.25327 478.283
 12.0 1.36026 1.36036 563.527
 13.0 1.46785 1.46793 656.180
starting M from quadratic fit: 6.019
line fit: d = 39.991 nm, delta = 1.4840e-05, rms 3.4e-08
theta^2 fit: d = 39.985 nm, delta = 1.4821e-05
M too small by 1/2: d = 38.937 nm, delta = 2.3213e-05, rms 9.7e-07
raw maxima, 3.0-3.4 deg: shift of M^2 -0.4053, limit -0.4053
raw minima, 3.0-3.4 deg: shift of M^2 0.0000, limit 0.0000
raw-maxima fit: d = 39.998 nm, delta = 1.4216e-05 (limit 1.4249e-05)
beta = delta/15: d = 39.996 nm, delta = 1.4965e-05
--- lighter substrate: delta = 7.50e-06, Delta = 0.5
at 0.7 deg: r01 = 0.05604, r12 = -0.02961
M, theta found (deg), theta formula (deg), sin^2 found (1e-6)
  6.5 0.78230 0.78262 186.414
  7.5 0.88455 0.88477 238.323
  8.5 0.98852 0.98868 297.636
  9.5 1.09373 1.09385 364.354
 10.5 1.19986 1.19995 438.479
 11.5 1.30667 1.30674 520.013
 12.5 1.41403 1.41409 608.956
starting M from quadratic fit: 6.508
line fit: d = 39.996 nm, delta = 1.4917e-05, rms 1.1e-08
theta^2 fit: d = 39.990 nm, delta = 1.4898e-05
M too small by 1/2: d = 38.938 nm, delta = 2.3389e-05, rms 7.2e-07
raw maxima, 3.0-3.4 deg: shift of M^2 -0.4540, limit -0.4559
raw minima, 3.0-3.4 deg: shift of M^2 0.0500, limit 0.0507
raw-maxima fit: d = 40.004 nm, delta = 1.4232e-05 (limit 1.4155e-05)
beta = delta/15: d = 39.997 nm, delta = 1.4956e-05
```
